# Vortex-core levels from the Andreev approximation, checked by Bessel diagonalization

Computing the local density of states in a vortex core requires an energy broadening. If it is much larger than the spacing of the core levels, the spectrum looks continuous; to see separate levels, it must be smaller than the spacing. The estimate needed before choosing it is \(\Delta_0^2/E_F\), with a prefactor set by the core profile. These notes derive both.

The model is a clean two-dimensional s-wave superconductor with a circular Fermi line and one vortex. The pair potential \(\Delta(r)e^{i\theta}\) is prescribed, not self-consistent, with \(\Delta\propto r\) at the centre and \(\Delta\to\Delta_0\) far away. The vector potential is neglected, as suits a core much smaller than the magnetic penetration depth, and so is spin splitting. Define

\[
v_F=\frac{\hbar k_F}{m},\qquad \xi=\frac{\hbar v_F}{\Delta_0},\qquad
k_F\xi=\frac{\hbar^2k_F^2}{m\Delta_0}=\frac{2E_F}{\Delta_0}.
\]

The approximation needs \(k_F\xi\gg1\).

## 1. Simple case: a line through the centre

On a straight line through the vortex centre, with coordinate \(s\), the phase of the pair potential jumps by \(\pi\) at \(s=0\). Up to a constant phase, the pair potential is \(\tilde\Delta(s)=\operatorname{sgn}(s)\,\Delta(|s|)\).

Write the electron and hole amplitudes as \(e^{ik_Fs}g(s)\), where \(g\) has two components. Then

\[
-\frac{\hbar^2}{2m}\partial_s^2(e^{ik_Fs}g)
=e^{ik_Fs}\left[E_Fg-i\hbar v_Fg'-\frac{\hbar^2}{2m}g''\right].
\]

The first term cancels against the chemical potential. If \(g\) varies over \(\xi\), the last term is smaller than the second by a factor of order \(1/(k_F\xi)\). Dropping it is the Andreev approximation:

\[
H_0=-i\hbar v_F\sigma_z\partial_s+\tilde\Delta(s)\sigma_x .
\]

To find a zero-energy state, multiply \(H_0g=0\) by \(i\sigma_z\). Since \(i\sigma_z\sigma_x=-\sigma_y\),

\[
\hbar v_Fg'=\tilde\Delta(s)\,\sigma_yg .
\]

For \(\sigma_y=+1\) the solution grows on both sides. For \(\sigma_y=-1\) it decays on both sides:

\[
g_0=\frac{e^{-K(|s|)}}{\sqrt2}\begin{pmatrix}1\\-i\end{pmatrix},\qquad
K(r)=\frac1{\hbar v_F}\int_0^r\Delta(r')\,dr'. \tag{1}
\]

There is therefore one normalizable zero mode.

**Limit: no sign change.** If \(\tilde\Delta\) were positive everywhere, each solution would decay on one side and grow on the other. No zero mode would remain, so the phase jump is what binds it.

Every direction through the centre gives the same zero energy. The splitting must come from lines that miss the centre, and these are labelled by angular momentum.

## 2. Angular momentum in the full equations

With \(h=-\hbar^2\nabla^2/2m-E_F\), the Bogoliubov-de Gennes equations are

\[
hu+\Delta e^{i\theta}v=Eu,\qquad \Delta e^{-i\theta}u-hv=Ev. \tag{2}
\]

The factor \(e^{i\theta}\) raises angular momentum by one, so \(u\) must carry one unit more than \(v\):

\[
u\propto e^{i(\mu+1/2)\theta},\qquad v\propto e^{i(\mu-1/2)\theta}.
\]

Both functions must be single-valued. Hence \(\mu=\pm\tfrac12,\pm\tfrac32,\ldots\)

Complex conjugation of (2) shows that if \((u,v)\) has energy \(E\), then \((v^*,-u^*)\) has energy \(-E\). Its first component has angular momentum \(-\mu+\tfrac12\), so \(E_{-\mu}=-E_\mu\). No value \(\mu=0\) exists that could be its own partner.

## 3. Off-centre lines, before approximation

In momentum space a line is labelled by its direction. Let \(p\) be the wave number and \(\alpha\) its polar angle. Position acts as \(x=i\partial_{p_x}\), \(y=i\partial_{p_y}\), so

\[
x+iy=ie^{i\alpha}\left(\partial_p+\frac ip\partial_\alpha\right).
\]

The Fourier transform preserves angular momentum. Write

\[
\tilde u=e^{i(\mu+1/2)\alpha}\frac{U(p)}{\sqrt p},\qquad
\tilde v=e^{i(\mu-1/2)\alpha}\frac{V(p)}{\sqrt p},
\]

where the square roots turn the measure \(p\,dp\) into \(dp\). Acting on \(\tilde v\), the bracket gives

\[
\frac{e^{i(\mu-1/2)\alpha}}{\sqrt p}
\left[V'-\frac{V}{2p}-\frac{\mu-\frac12}{p}V\right]
=\frac{e^{i(\mu-1/2)\alpha}}{\sqrt p}\left[V'-\frac{\mu}{p}V\right].
\]

The two halves cancel. With \(s=i\partial_p\), the operators between the channels are

\[
x+iy\;\to\; s-\frac{i\mu}{p},\qquad x-iy\;\to\; s+\frac{i\mu}{p}. \tag{3}
\]

Their products give \(r^2\). Using \([s,1/p]=-i/p^2\),

\[
r_+^2=\left(s-\frac{i\mu}p\right)\left(s+\frac{i\mu}p\right)=s^2+\frac{\mu(\mu+1)}{p^2}
\]

in the \(u\) channel, and the reverse order gives \(r_-^2=s^2+\mu(\mu-1)/p^2\) in the \(v\) channel.

Define \(D(r)=\Delta(r)/r\), so that \(\Delta e^{i\theta}=D(r)(x+iy)\). With \(\varepsilon_p=\hbar^2(p^2-k_F^2)/2m\), equations (2) become

\[
\begin{aligned}
\varepsilon_pU+D(r_+)\left(s-\frac{i\mu}{p}\right)V&=EU,\\
D(r_-)\left(s+\frac{i\mu}{p}\right)U-\varepsilon_pV&=EV.
\end{aligned}\tag{4}
\]

Nothing has been approximated yet, and the half-integer \(\mu\) has entered without a semiclassical quantization rule.

**Limit: classical motion.** A particle moving along \(x\) has angular momentum \(-\hbar py\). Setting this equal to \(\hbar\mu\) gives \(y=-\mu/p\), hence \(x+iy=s-i\mu/p\) with \(s=x\). This agrees with (3): \(s\) is the position along the line, and \(|\mu|/p\) is its distance from the centre.

## 4. Andreev approximation for off-centre lines

Put \(p=k_F+q\). A state of size \(\xi\) has \(q\sim1/\xi\ll k_F\), so to leading order

\[
\varepsilon_p\to\hbar v_Fq,\qquad \frac{\mu}{p}\to b=\frac{\mu}{k_F},\qquad
r_\pm^2\to r^2=s^2+b^2.
\]

Because \(s=i\partial_q\), we have \([s,q]=i\), and in the \(s\) representation \(q=-i\partial_s\). Since \(\sigma_y\) has \(-i\) in its upper right corner, (4) becomes

\[
H_A=-i\hbar v_F\sigma_z\partial_s+D(r)\,(s\sigma_x+b\sigma_y). \tag{5}
\]

Here \(q\) is taken to run over the whole line, although \(p>0\) requires \(q>-k_F\). For the tanh core of section 6, the zero mode is proportional to \(\operatorname{sech}(s/\xi)\). Its Fourier transform is proportional to \(\operatorname{sech}(\pi q\xi/2)\), which at \(q=-k_F\) is of order \(e^{-\pi k_F\xi/2}\). The extension is then harmless.

**Limit: \(b=0\).** Since \(sD(|s|)=\tilde\Delta(s)\), equation (5) returns \(H_0\). Negative \(s\) is the incoming half of the line, positive \(s\) the outgoing half.

## 5. The linear branch

For \(|b|\ll\xi\), treat the terms containing \(b\) as a perturbation of the zero mode (1). To first order the perturbation is \(bD(|s|)\sigma_y\). The replacement of \(|s|\) by \(r\) inside \(D\) changes \(H_A\) only at order \(b^2\). That change multiplies \(\sigma_x\), whose expectation value in \((1,-i)\) vanishes.

Since \(\sigma_y=-1\) in the zero mode,

\[
E_\mu=-b\,\frac{\int_{-\infty}^{\infty}D(|s|)e^{-2K(|s|)}ds}{\int_{-\infty}^{\infty}e^{-2K(|s|)}ds}.
\]

Both integrands are even, so the integrals reduce to half-lines with a common factor 2. Inserting \(b=\mu/k_F\),

\[
\boxed{E_\mu=-\mu\hbar\omega_0,\qquad
\hbar\omega_0=\frac1{k_F}
\frac{\int_0^\infty\frac{\Delta(r)}r e^{-2K(r)}dr}
{\int_0^\infty e^{-2K(r)}dr}} \tag{6}
\]

for \(k_F\xi\gg1\) and \(|\mu|\ll k_F\xi\), when the core width is of order \(\xi\). For a narrower core of width \(a\), replacing \(D(r)\) by \(D(|s|)\) requires \(|b|\ll a\), that is \(|\mu|\ll k_Fa\). The spacing is the average of \(\Delta/r\) over the bound state, divided by \(k_F\). If the core width is of order \(\xi\), this average is of order \(\Delta_0/\xi\), which gives \(\hbar\omega_0\sim\Delta_0/(k_F\xi)=\Delta_0^2/(2E_F)\).

**Limit: opposite winding.** Complex conjugation of (2) reverses the vortex and sends \(\mu\) to \(-\mu\) at fixed \(E\). The slope therefore changes sign.

**Limit: point-like core.** If \(\Delta(r)=\Delta_0\) down to \(r=0\), the upper integral in (6) diverges logarithmically. The expansion in \(b\) then fails, so a linear law with a finite slope needs a core in which the gap closes.

## 6. Prefactor for a tanh core

Take \(\Delta=\Delta_0\tanh(r/\xi)\) and \(x=r/\xi\). Then \(K=\int_0^x\tanh x'\,dx'=\ln\cosh x\), so \(e^{-2K}=\operatorname{sech}^2x\), whose integral over \(x\) is 1. Equation (6) becomes

\[
\hbar\omega_0=\frac{\Delta_0}{k_F\xi}I,\qquad
I=\int_0^\infty\frac{\tanh x\,\operatorname{sech}^2x}{x}dx .
\]

Because \((\tanh^2x)'=2\tanh x\operatorname{sech}^2x\), integration by parts gives

\[
I=\frac12\int_0^\infty\frac{\tanh^2x}{x^2}dx ;
\]

the boundary term \(\tanh^2x/(2x)\) vanishes at both ends.

The logarithmic derivative of \(\cosh x=\prod_{n\ge0}(1+x^2/a_n^2)\), with \(a_n=(n+\tfrac12)\pi\), is

\[
\tanh x=\sum_{n=0}^\infty\frac{2x}{x^2+a_n^2}.
\]

Partial fractions give

\[
\int_0^\infty\frac{dx}{(x^2+a^2)(x^2+c^2)}=\frac{\pi}{2ac(a+c)} .
\]

Therefore

\[
I=\pi\sum_{n,m}\frac1{a_na_m(a_n+a_m)}
=\frac1{\pi^2}\sum_{n,m}\frac1{(n+\frac12)(m+\frac12)(n+m+1)} .
\]

Use \(1/[AB(A+B)]=(1/A+1/B)/(A+B)^2\) and the symmetry between \(n\) and \(m\). With \(N=n+m+1\), the index \(n\) runs from 0 to \(N-1\), and

\[
I=\frac2{\pi^2}\sum_{N=1}^\infty\frac1{N^2}\sum_{n=0}^{N-1}\frac1{n+\frac12}
=\frac4{\pi^2}\sum_{N=1}^\infty\frac{O_N}{N^2},\qquad
O_N=\sum_{k=1}^N\frac1{2k-1}.
\]

For the last sum, multiply the series of \(\operatorname{artanh}t\) and \(1/(1-t^2)\):

\[
\frac{d}{dt}\operatorname{artanh}^2t=\frac{2\operatorname{artanh}t}{1-t^2}
=2\sum_NO_Nt^{2N-1}
\;\Rightarrow\;
\operatorname{artanh}^2t=\sum_N\frac{O_N}{N}t^{2N}.
\]

Dividing by \(t\) and integrating from 0 to 1 gives \(\sum_NO_N/(2N^2)\). Now substitute \(t=(1-y)/(1+y)\), for which \(\operatorname{artanh}t=-\tfrac12\ln y\) and \(dt/t=-2\,dy/(1-y^2)\):

\[
\sum_N\frac{O_N}{N^2}=2\int_0^1\frac{\operatorname{artanh}^2t}{t}dt
=\int_0^1\frac{\ln^2y}{1-y^2}dy
=\sum_{k=0}^\infty\frac2{(2k+1)^3}=\frac{7\zeta(3)}4 .
\]

Hence \(I=7\zeta(3)/\pi^2\), and with \(k_F\xi=2E_F/\Delta_0\)

\[
\hbar\omega_0=\frac{7\zeta(3)}{2\pi^2}\frac{\Delta_0^2}{E_F}\approx0.4263\,\frac{\Delta_0^2}{E_F}. \tag{7}
\]

## 7. Numbers, and a calculation without the approximation

Take \(\Delta_0=1\) meV, \(E_F=50\) meV and the free-electron mass. These are round model parameters. They give \(k_F=1.1456\ \mathrm{nm}^{-1}\), \(k_F\xi=2\times50/1=100\) and \(\xi=100/1.1456=87.29\) nm. From (7),

\[
\hbar\omega_0=0.42628\times\frac{1^2}{50}\ \text{meV}=8.526\ \mu\text{eV},
\]

or 0.099 K after division by \(k_B\). A broadening of 1 µeV would leave the levels separate; one of 50 µeV would merge them.

For an independent check, return to (2) in a disc of radius \(R\) with a hard wall. Expand the radial parts of \(u\) and \(v\) in

\[
\phi_{lj}(r)=\frac{\sqrt2}{R|J_{l+1}(\alpha_{lj})|}J_l\!\left(\frac{\alpha_{lj}r}R\right),
\qquad \int_0^R\phi_{li}\phi_{lj}\,r\,dr=\delta_{ij},
\]

where \(\alpha_{lj}\) is the \(j\)-th positive zero of \(J_l\). For \(\mu>0\), use \(l=\mu+\tfrac12\) for \(u\) and \(l=\mu-\tfrac12\) for \(v\). Each function is an eigenfunction of the radial kinetic operator with wave number \(k_{lj}=\alpha_{lj}/R\), so the matrix is

\[
\begin{pmatrix}\varepsilon_u&G\\G^T&-\varepsilon_v\end{pmatrix},\qquad
G_{ij}=\int_0^R\phi_{\mu+\frac12,i}\,\Delta(r)\,\phi_{\mu-\frac12,j}\,r\,dr .
\]

Here \(\varepsilon_u\) and \(\varepsilon_v\) are diagonal, with entries \(\hbar^2(k_{lj}^2-k_F^2)/2m\). The quadratic dispersion is kept; the numerical limits are the finite basis, the quadrature and the wall at \(R=11\xi\). Moving the wall between \(9\xi\) and \(11\xi\), at \(E_F/\Delta_0=12.5\), shifted the lowest level by \(3\times10^{-8}\Delta_0\).

| \(\mu\) | Equation (7), µeV | Bessel basis, µeV |
|---|---:|---:|
| 1/2 | −4.263 | −4.263 |
| 3/2 | −12.788 | −12.789 |
| 5/2 | −21.314 | −21.312 |
| 7/2 | −29.839 | −29.830 |
| 9/2 | −38.365 | −38.343 |

In each case run, the diagonalization found one level with \(|E|<0.9\Delta_0\) for the given \(\mu\). The levels at \(\mu=\pm\tfrac12\) lie on either side of zero, separated by one full spacing.

**Check of the state itself.** Its size should follow from the zero mode. Since \(1-\tanh x=2/(e^{2x}+1)\), integration by parts gives

\[
\frac{\langle s^2\rangle}{\xi^2}=\int_0^\infty x^2\operatorname{sech}^2x\,dx
=4\int_0^\infty\frac{x\,dx}{e^{2x}+1}
=\int_0^\infty\frac{y\,dy}{e^y+1}=\frac{\pi^2}{12}.
\]

By section 3, \(r^2\) differs from \(s^2\) by terms of order \(1/k_F^2\) at fixed \(\mu\). The predicted rms radius is \(\pi\xi/\sqrt{12}=0.9069\xi\); the Bessel eigenvector for \(\mu=\tfrac12\) also gives \(0.9069\xi\).

## 8. Size of the correction

The neglected terms might be expected to give a relative error of order \(1/(k_F\xi)\). A symmetry removes it. Hold \(v_F\) and \(b\) fixed, set \(\eta=1/k_F\), and rewrite the quantities in (4):

\[
\varepsilon_p=\hbar v_F\left(q+\frac{\eta q^2}2\right),\quad
\frac\mu p=\frac b{1+\eta q},\quad
r_\pm^2=s^2+\frac{b^2\pm\eta b}{(1+\eta q)^2}.
\]

Let \(Q\) reverse \(s\) and \(q\) and multiply the spinor by \(\sigma_y\). In the diagonal part, \(\sigma_y\sigma_z\sigma_y=-\sigma_z\), so

\[
\varepsilon_p\to-\hbar v_F\left(-q+\frac{\eta q^2}2\right)=\hbar v_F\left(q-\frac{\eta q^2}2\right),
\]

which is the original expression with \(\eta\to-\eta\). In the off-diagonal part, \(\sigma_y\) exchanges the two corners and changes their sign. The new upper right corner is

\[
-D(r_-)\left(s+\frac{ib}{1+\eta q}\right)\Big|_{s,q\to-s,-q}
=D\!\left(\sqrt{s^2+\frac{b^2-\eta b}{(1-\eta q)^2}}\right)\left(s-\frac{ib}{1-\eta q}\right),
\]

again the original with \(\eta\to-\eta\). Thus \(QH(\eta)Q^{-1}=H(-\eta)\). For a smooth core, the expansion of the isolated bound level in \(\eta\) at fixed \(b\) contains even powers only. The leading relative correction to the trajectory result is therefore of order \(1/(k_F\xi)^2\).

At fixed \(\mu\), the distance \(b=\mu/k_F\) also shrinks as \(k_F\) grows. Since \(E_{-\mu}=-E_\mu\), the first bending term is cubic in \(b\), a relative change of order \((b/\xi)^2\), which scales in the same way. Doubling \(E_F/\Delta_0\) should therefore divide the total deviation from (7) by about 4.

For \(\mu=\tfrac12\), the deviation relative to (7) is \(1.43\times10^{-3}\), \(3.57\times10^{-4}\) and \(8.9\times10^{-5}\) at \(E_F/\Delta_0=12.5\), 25 and 50. Both successive ratios are 4.0. Further digits are not converged with the wall at \(11\xi\): the last deviation is uncertain by about \(1\times10^{-7}\) and the ratios by about 0.01.

## 9. Larger angular momentum

When \(b/\xi\) is not very small, solve (5) without expanding in \(b\). In components,

\[
-i\hbar v_FU'+D(s-ib)V=EU,\qquad i\hbar v_FV'+D(s+ib)U=EV .
\]

These equations conserve \(|U|^2-|V|^2\) along \(s\). A bound state vanishes at infinity, so \(|U|=|V|\) and \(U/V=e^{i\chi}\) with real \(\chi\). Subtracting \(V'/V\) from \(U'/U\) gives

\[
\hbar v_F\chi'=2\left[E-D(r)(s\cos\chi-b\sin\chi)\right]. \tag{8}
\]

At \(\eta=0\), \(Q\) commutes with \(H_A\). The state that grows out of the zero mode keeps \(Q=-1\), so \(\sigma_y=-1\) at \(s=0\) and \(\chi(0)=\pi/2\). Far out, decay requires \(\cos\chi\to E/\Delta_0\) with \(\sin\chi>0\). These two conditions fix \(E\).

**Limit: small \(b\).** Put \(\chi=\pi/2+\delta\) and keep first order:

\[
\hbar v_F\delta'=2(E+bD+sD\delta)
\;\Rightarrow\;
\hbar v_F(\delta e^{-2K})'=2(E+bD)e^{-2K}.
\]

The left side integrates to zero between \(s=0\) and infinity, which returns (6).

For \(\mu=15.5\) in the example, \(b=0.155\xi\). The linear formula gives −132.15 µeV, equation (8) gives −131.11 µeV and the Bessel basis gives −131.12 µeV. The discrepancy of the straight line is thus mostly bending already contained in the Andreev equation.

## 10. Changing the core

As long as the core width stays of order \(\xi\), the scale \(\Delta_0^2/E_F\) survives a change of profile, but the number 0.426 does not. For \(\Delta=\Delta_0\tanh(2r/\xi)\), a core of half the width, \(K=\tfrac12\ln\cosh(2r/\xi)\) and \(e^{-2K}=\operatorname{sech}(2r/\xi)\). Equation (6) then gives a spacing of 14.85 µeV, and twice the lowest Bessel level also gives 14.85 µeV. The estimate used to choose a broadening should therefore take the profile from the calculation at hand and insert it in (6).

The formula should not be used when \(k_F\xi\) is of order one, because the separation between \(k_F\) and \(1/\xi\) is then lost. Disorder, a self-consistent gap and an anisotropic Fermi line lie outside this model. The numerical check checks the momentum-space operators, the closed prefactor and the level comparisons numerically.

## Computed values

```
gap Delta0 = 1.0 meV
Fermi energy EF = 50.0 meV
Fermi wave number kF = 1.1456 1/nm
length xi = hbar vF/Delta0 = 87.29 nm
kF*xi = 100.0 (dimensionless)
prefactor 7 zeta(3)/(2 pi^2) = 0.426278 (dimensionless)
spacing, formula = 8.5256 ueV
spacing / kB = 0.0989 K
spacing, Bessel, E(1/2)-E(3/2) = 8.5255 ueV
mu = 0.5: formula -4.2628 ueV, Bessel -4.2632 ueV
mu = 1.5: formula -12.7884 ueV, Bessel -12.7886 ueV
mu = 2.5: formula -21.3139 ueV, Bessel -21.3116 ueV
mu = 3.5: formula -29.8395 ueV, Bessel -29.8303 ueV
mu = 4.5: formula -38.3651 ueV, Bessel -38.3431 ueV
rms radius, mu=1/2: formula 0.90690 xi, Bessel 0.90692 xi
level shift, wall at 9 xi or 11 xi (EF/Delta0=12.5) = 2.9e-08 Delta0
EF/Delta0 = 12.5: 2|E(1/2)|EF/Delta0^2 = 0.426889, relative deviation 1.432e-03
EF/Delta0 = 25.0: 2|E(1/2)|EF/Delta0^2 = 0.426430, relative deviation 3.566e-04
EF/Delta0 = 50.0: 2|E(1/2)|EF/Delta0^2 = 0.426316, relative deviation 8.896e-05
deviation ratios on doubling EF = 4.016, 4.009
mu = 15.5: impact parameter = 0.155 xi
mu = 15.5: linear formula -132.146 ueV
mu = 15.5: trajectory equation -131.106 ueV
mu = 15.5: Bessel -131.118 ueV
core width xi/2: spacing formula 14.8491 ueV
core width xi/2: Bessel 2|E(1/2)| 14.8521 ueV
```
